# The electron EDM interaction as a one-body operator proportional to βγ5p²: verification in Python

```python
"""
Electron EDM interaction in two forms (atomic units, electron charge -1).
  H_d   = -d beta Sigma.E,  E = grad V (total electric field)
  H_eff = 2 i c d beta gamma5 p^2
Result under test: H_d = H_eff - i d [S, H0], with S = beta Sigma.p and
H0 = c alpha.p + beta c^2 + V.  Hence equal expectation values in exact
eigenstates of H0, and equal matrix elements between degenerate eigenstates.
Radial spinors are (P chi_kappa, i Q chi_-kappa)/r; energies exclude c^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

# ---------- operator identities by explicit differentiation ----------
X3 = sp.symbols("x y z", real=True)
x, y, z = X3
I = sp.I
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -I], [I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
Sigma = [sp.diag(s, s) for s in pauli]
beta = sp.diag(1, 1, -1, -1)
gamma5 = sp.Matrix(4, 4, lambda i, j: 1 if abs(i - j) == 2 else 0)
alpha = [gamma5 * s for s in Sigma]
c_test = sp.Integer(7)
V_test = (-3 / sp.sqrt(x**2 + y**2 + z**2)
          + 1 / sp.sqrt((x - 2)**2 + (y + 1)**2 + z**2))
trial = sp.Matrix([x * y + I * z**2, x**2 - 2 * z + 1,
                   y * z + I * x, z**2 * x - I * y])


def mom(k, f):
    return -I * f.diff(X3[k])


def S_op(f):
    out = sp.zeros(4, 1)
    for k in range(3):
        out += beta * Sigma[k] * mom(k, f)
    return out


def H_op(f):
    out = c_test**2 * beta * f + V_test * f
    for k in range(3):
        out += c_test * alpha[k] * mom(k, f)
    return out


def at_point(f):
    point = {x: sp.Rational(3, 5), y: sp.Rational(4, 7), z: sp.Rational(-2, 3)}
    return np.array(f.subs(point).evalf(25).tolist(), dtype=complex).ravel()


edm_side = sp.zeros(4, 1)
p_squared = sp.zeros(4, 1)
for k in range(3):
    edm_side -= beta * Sigma[k] * trial * sp.diff(V_test, X3[k])
    p_squared += mom(k, mom(k, trial))
eff_part = 2 * I * c_test * beta * gamma5 * p_squared
comm_part = -I * (S_op(H_op(trial)) - H_op(S_op(trial)))
left = at_point(edm_side)
right = at_point(eff_part) + at_point(comm_part)
identity_error = np.max(np.abs(left - right))
assert np.max(np.abs(left)) > 0.1 and identity_error < 1e-10

# commutator of S with an interaction alpha.a
a_vec = [y * z, x**2, x * y + z]


def alpha_a(f):
    out = sp.zeros(4, 1)
    for k in range(3):
        out += a_vec[k] * alpha[k] * f
    return out


curl = [sp.diff(a_vec[(k + 2) % 3], X3[(k + 1) % 3])
        - sp.diff(a_vec[(k + 1) % 3], X3[(k + 2) % 3]) for k in range(3)]
bracket = sp.zeros(4, 1)
for k in range(3):
    bracket += a_vec[k] * mom(k, trial) + mom(k, a_vec[k] * trial)
    bracket += curl[k] * Sigma[k] * trial
left = at_point(S_op(alpha_a(trial)) - alpha_a(S_op(trial)))
right = at_point(beta * gamma5 * bracket)
magnetic_error = np.max(np.abs(left - right))
assert np.max(np.abs(left)) > 0.1 and magnetic_error < 1e-10

# ---------- radial model ----------
c = 1 / const.fine_structure
Z = 55.0
a_screen = 0.5
gam = np.sqrt(1 - (Z / c)**2)
assert gam > 0.5
scale = 5.0          # exponent of the Laguerre functions, 1/bohr
r_max = 80.0
nodes, weights = np.polynomial.legendre.leggauss(1200)
t = (nodes + 1) / 2
r = r_max * t**4
w = weights / 2 * r_max * 4 * t**3
sw = np.sqrt(np.concatenate([w, w]))


def potential(residual):
    """Potential energy and its derivative; residual = charge seen far out."""
    screened = (Z - residual) * np.exp(-r / a_screen)
    V = -(residual + screened) / r
    dV = (residual + screened) / r**2 + screened / (a_screen * r)
    return V, dV


def laguerre_basis(N):
    """Functions r^gam exp(-scale r) L_n and two derivatives."""
    n = np.arange(N)[:, None]
    q = 2 * scale * r[None, :]
    norm = np.sqrt(2 * scale) * np.exp(
        0.5 * (gammaln(n + 1) - gammaln(n + 2 * gam + 1)))
    env = norm * np.exp(gam * np.log(q) - q / 2)
    L0 = eval_genlaguerre(n, 2 * gam, q)
    L1 = -np.where(n >= 1, eval_genlaguerre(
        np.maximum(n - 1, 0), 2 * gam + 1, q), 0.0)
    L2 = np.where(n >= 2, eval_genlaguerre(
        np.maximum(n - 2, 0), 2 * gam + 2, q), 0.0)
    g = gam / q - 0.5
    f0 = env * L0
    f1 = 2 * scale * env * (g * L0 + L1)
    f2 = (2 * scale)**2 * env * ((g**2 - gam / q**2) * L0 + 2 * g * L1 + L2)
    return f0, f1, f2


def dirac_images(basis, kappa, V):
    """Values of basis spinors and of the radial Dirac operator on them."""
    f0, f1, _ = basis
    zero = np.zeros_like(f0)
    values = np.block([[f0, zero], [zero, f0]])
    images = np.block([
        [V * f0, c * (f1 + kappa * f0 / r)],
        [c * (-f1 + kappa * f0 / r), (V - 2 * c**2) * f0]])
    return values, images


def expand(coef, basis):
    """P, Q and their first and second derivatives, each of shape (2, r)."""
    C = coef.reshape(2, -1)
    return [C @ f for f in basis]


def positive_P(coef, basis):
    P = expand(coef, basis)[0][0]
    return coef * np.sign(P[np.argmax(np.abs(P))])


def s_levels(basis, V):
    values, images = dirac_images(basis, -1, V)
    H = (values * sw**2) @ images.T
    overlap = (values * sw**2) @ values.T
    E, vec = eigh((H + H.T) / 2, (overlap + overlap.T) / 2)
    keep = E > -c**2
    return E[keep], vec[:, keep]


def p_solver(basis, V, shift):
    """Least-squares inverse of the p1/2 Dirac operator minus shift."""
    values, images = dirac_images(basis, 1, V)
    inverse = np.linalg.pinv(((images - shift * values) * sw).T)
    return inverse, values, images


def nearest_p(solver, start, basis):
    """p1/2 eigenstate nearest to the shift, by inverse iteration."""
    inverse, values, images = solver
    step = inverse @ (values * sw).T
    coef = start.copy()
    for _ in range(300):
        coef = step @ coef
        coef /= np.linalg.norm((coef @ values) * sw)
    energy = np.sum((coef @ values) * (coef @ images) * sw**2)
    return energy, positive_P(coef, basis)


def elements(s, p, dV):
    """Radial matrix elements, s1/2 on the left and p1/2 on the right."""
    (Ps, Qs), (Pp, Qp) = s[0], p[0]
    (Pp1, Qp1), (Pp2, Qp2) = p[1], p[2]
    edm = np.sum(w * dV * (Ps * Pp - Qs * Qp))
    no_beta = np.sum(w * dV * (Ps * Pp + Qs * Qp))
    eff = 2 * c * np.sum(w * (Ps * Qp2 + Qs * (Pp2 - 2 * Pp / r**2)))
    comm = np.sum(w * (Ps * (Pp1 + Pp / r) - Qs * (Qp1 - Qp / r)))
    return edm, eff, comm, no_beta


def count_nodes(P):
    strong = P[np.abs(P) > 1e-5 * np.max(np.abs(P))]
    return int(np.sum(strong[1:] * strong[:-1] < 0))


def field_response(N):
    """Sixth s1/2 level and its p1/2 response to a unit field along z."""
    basis = laguerre_basis(N)
    V, dV = potential(1.0)
    E, vec = s_levels(basis, V)
    energy = E[5]
    s = expand(positive_P(vec[:, 5], basis), basis)
    solver = p_solver(basis, V, energy)
    source = np.concatenate([r * s[0][0], r * s[0][1]]) / 3
    coef = solver[0] @ (sw * source)
    edm, eff, _, no_beta = elements(s, expand(coef, basis), dV)
    large = np.sum(w * s[0][0]**2)
    small = np.sum(w * s[0][1]**2)
    out = dict(basis=basis, dV=dV, E=energy, s=s, solver=solver, coef=coef,
               internal=2 * edm, eff=2 * eff, schiff=2 * no_beta,
               direct=-(large + small / 3), direct_no_beta=-(large - small / 3),
               small=small)
    out["mismatch"] = abs((out["internal"] + out["direct"]) / out["eff"] - 1)
    return out


N_big, N_small = 140, 40
res = field_response(N_big)
crude = field_response(N_small)
total = res["internal"] + res["direct"]
schiff_sum = res["schiff"] + res["direct_no_beta"]
s_nodes = count_nodes(res["s"][0][0])
assert s_nodes == 5
assert res["mismatch"] < 1e-5
assert abs(schiff_sum) < 1e-4
assert abs(res["direct"]) > 0.5
assert crude["mismatch"] > 10 * res["mismatch"]

# off-diagonal elements between levels of different energy
E_p, p_coef = nearest_p(res["solver"], res["coef"], res["basis"])
p_state = expand(p_coef, res["basis"])
edm_sp, eff_sp, comm_sp, _ = elements(res["s"], p_state, res["dV"])
predicted = (E_p - res["E"]) * comm_sp
assert abs(edm_sp - eff_sp - predicted) < 1e-5 * abs(edm_sp)
assert abs(edm_sp - eff_sp) > 1e-4 * abs(edm_sp)

# bare Coulomb field: closed-form energies and the degenerate n = 2 pair
V_c, dV_c = potential(Z)
E_c, vec_c = s_levels(res["basis"], V_c)
n_r = np.arange(3)
closed = c**2 * (1 / np.sqrt(1 + (Z / c)**2 / (n_r + gam)**2) - 1)
assert np.allclose(E_c[:3], closed, rtol=1e-7, atol=0)
s2 = expand(positive_P(vec_c[:, 1], res["basis"]), res["basis"])
solver_c = p_solver(res["basis"], V_c, E_c[1] + 5.0)
start = solver_c[0] @ (sw * np.concatenate([r * s2[0][0], r * s2[0][1]]))
E_2p, p2_coef = nearest_p(solver_c, start, res["basis"])
edm_2, eff_2, _, _ = elements(s2, expand(p2_coef, res["basis"]), dV_c)
assert abs(E_2p - E_c[1]) < 1e-5
assert abs(edm_2 - eff_2) < 1e-5 * abs(edm_2)

field_GV_cm = const.physical_constants["atomic unit of electric field"][0] / 1e11
print(f"operator identity, largest error (a.u.): {identity_error:.1e}")
print(f"alpha.a commutator, largest error (a.u.): {magnetic_error:.1e}")
print(f"speed of light c (a.u.): {c:.6f}")
print(f"nuclear charge Z: {Z:.0f}")
print(f"screening length a (bohr): {a_screen:.2f}")
print(f"exponent gamma at the point nucleus: {gam:.6f}")
print(f"radial functions per component, large basis: {N_big}")
print(f"sixth s1/2 level, energy (hartree): {res['E']:.6f}")
print(f"sixth s1/2 level, radial nodes of P: {s_nodes}")
print(f"sixth s1/2 level, norm of small component: {res['small']:.4e}")
print("linear shifts in units of d times external field F:")
print(f"  H_d, internal field, second order: {res['internal']:.5f}")
print(f"  H_d, direct external-field term: {res['direct']:.5f}")
print(f"  H_d, total: {total:.5f}")
print(f"  H_eff, second order only: {res['eff']:.5f}")
print(f"  relative mismatch of the two forms: {res['mismatch']:.1e}")
print(f"enhancement factor R from H_eff: {-res['eff']:.4f}")
print("same operator without beta, in units of d F:")
print(f"  internal field, second order: {res['schiff']:.6f}")
print(f"  direct term: {res['direct_no_beta']:.6f}")
print(f"  sum (Schiff cancellation): {schiff_sum:.1e}")
print(f"radial functions per component, small basis: {N_small}")
print(f"  H_d total, small basis (d F): {crude['internal'] + crude['direct']:.5f}")
print(f"  H_eff, small basis (d F): {crude['eff']:.5f}")
print(f"  relative mismatch, small basis: {crude['mismatch']:.1e}")
print(f"nearest p1/2 level, energy (hartree): {E_p:.6f}")
print(f"nearest p1/2 level, radial nodes of P: {count_nodes(p_state[0][0])}")
print(f"<s|H_d|p>/d (a.u. of field): {edm_sp:.6f}")
print(f"<s|H_eff|p>/d (a.u. of field): {eff_sp:.6f}")
print(f"difference H_d - H_eff (a.u. of field): {edm_sp - eff_sp:.6f}")
print(f"difference predicted by commutator (a.u. of field): {predicted:.6f}")
print(f"<s|H_eff|p>/d converted (GV/cm): {eff_sp * field_GV_cm:.4f}")
print(f"bare Coulomb 2s energy (hartree): {E_c[1]:.6f}")
print(f"bare Coulomb 2p1/2 energy (hartree): {E_2p:.6f}")
print(f"bare Coulomb <2s|H_d|2p1/2>/d (a.u. of field): {edm_2:.4f}")
print(f"bare Coulomb <2s|H_eff|2p1/2>/d (a.u. of field): {eff_2:.4f}")
print("no test failed")
```

Running it gives:

```
operator identity, largest error (a.u.): 1.5e-15
alpha.a commutator, largest error (a.u.): 0.0e+00
speed of light c (a.u.): 137.035999
nuclear charge Z: 55
screening length a (bohr): 0.50
exponent gamma at the point nucleus: 0.915923
radial functions per component, large basis: 140
sixth s1/2 level, energy (hartree): -0.324688
sixth s1/2 level, radial nodes of P: 5
sixth s1/2 level, norm of small component: 6.9245e-05
linear shifts in units of d times external field F:
  H_d, internal field, second order: -120.07871
  H_d, direct external-field term: -0.99995
  H_d, total: -121.07867
  H_eff, second order only: -121.07867
  relative mismatch of the two forms: 1.5e-12
enhancement factor R from H_eff: 121.0787
same operator without beta, in units of d F:
  internal field, second order: 0.999908
  direct term: -0.999908
  sum (Schiff cancellation): -8.3e-11
radial functions per component, small basis: 40
  H_d total, small basis (d F): -121.07906
  H_eff, small basis (d F): -121.07982
  relative mismatch, small basis: 6.3e-06
nearest p1/2 level, energy (hartree): -0.172419
nearest p1/2 level, radial nodes of P: 4
<s|H_d|p>/d (a.u. of field): -9.438078
<s|H_eff|p>/d (a.u. of field): -9.507148
difference H_d - H_eff (a.u. of field): 0.069070
difference predicted by commutator (a.u. of field): 0.069070
<s|H_eff|p>/d converted (GV/cm): -48.8877
bare Coulomb 2s energy (hartree): -398.956307
bare Coulomb 2p1/2 energy (hartree): -398.956307
bare Coulomb <2s|H_d|2p1/2>/d (a.u. of field): -5694.4479
bare Coulomb <2s|H_eff|2p1/2>/d (a.u. of field): -5694.4479
no test failed
```
